# The Hermitian Half-Size Casida Equation for Real Orbitals and Pure Functionals: a numerical check

```python
"""
Result under test: for real orbitals and an adiabatic pure density functional,
the squared response frequencies are the eigenvalues of
    Omega = D^2 + 2 sqrt(D) K sqrt(D),
D = diagonal matrix of Kohn-Sham gaps e_a - e_i > 0,
K = Hartree plus exchange-correlation coupling between transitions.
A transition is (spin, occupied i, virtual a).  P is a one-spin density matrix,
F the corresponding Kohn-Sham (or Fock) matrix, both in the orbital basis.
The independent side is the linearized equation i dP/dt = [F[P], P], with the
derivative of F taken numerically, and a real-time propagation of that equation.
All quantities are in Hartree atomic units unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from pyscf import gto, scf, dft, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
XC = "lda,vwn"


class System:
    """Closed-shell ground state and its spin-resolved mean-field matrices."""

    def __init__(self, atom, basis, hartree_fock=False):
        mol = gto.M(atom=atom, basis=basis, unit="Bohr", verbose=0)
        self.hartree_fock = hartree_fock
        if hartree_fock:
            mf = scf.RHF(mol)
        else:
            mf = dft.RKS(mol)
            mf.xc = XC
            mf.grids.level = 1
        mf.conv_tol = 1e-12
        mf.conv_tol_grad = 1e-7
        mf.max_cycle = 100
        mf.kernel()
        c = mf.mo_coeff
        self.n = c.shape[1]
        self.no = mol.nelectron // 2
        self.energy = mf.mo_energy
        self.h = c.T @ mf.get_hcore() @ c
        self.eri = ao2mo.restore(1, ao2mo.kernel(mol, c), self.n)
        self.eri_flat = self.eri.reshape(self.n**2, self.n**2)
        self.dipole = np.array([c.T @ r @ c for r in mol.intor("int1e_r")])
        self.p0 = np.diag((np.arange(self.n) < self.no).astype(float))
        if not hartree_fock:
            phi = dft.numint.eval_ao(mol, mf.grids.coords) @ c
            density = 2 * np.sum(phi[:, :self.no]**2, axis=1)
            keep = density > 1e-10
            self.phi = np.ascontiguousarray(phi[keep])
            self.weight = mf.grids.weights[keep]
        gaps = self.energy[None, self.no:] - self.energy[:self.no, None]
        self.gaps = np.tile(gaps.ravel(), 2)
        assert self.gaps.min() > 0
        f0 = self.fock(self.p0, self.p0)[0]
        assert np.max(np.abs(f0 - np.diag(self.energy))) < 1e-5

    def grid_density(self, p):
        return np.sum((self.phi @ p.real) * self.phi, axis=1)

    def fock(self, p_up, p_dn):
        total = (p_up + p_dn).real.ravel()
        base = self.h + (self.eri_flat @ total).reshape(self.n, self.n)
        if self.hartree_fock:
            return np.array([base - np.einsum("prsq,rs->pq", self.eri, p)
                             for p in (p_up, p_dn)])
        rho = (self.grid_density(p_up), self.grid_density(p_dn))
        v = dft.libxc.eval_xc(XC, rho, spin=1, deriv=1)[1][0]
        return np.array([base + self.phi.T @
                         ((self.weight * v[:, s])[:, None] * self.phi)
                         for s in (0, 1)])

    def coupling(self):
        """K from two-electron integrals and the analytic xc kernel."""
        no = self.no
        rho = self.grid_density(self.p0)
        f = dft.libxc.eval_xc(XC, (rho, rho.copy()), spin=1, deriv=2)[2][0]
        pair = (self.phi[:, :no, None] * self.phi[:, None, no:])
        pair = pair.reshape(len(rho), -1)
        m = pair.shape[1]
        hartree = self.eri[:no, no:, :no, no:].reshape(m, m)
        uu, ud, dd = [hartree + pair.T @
                      ((self.weight * f[:, k])[:, None] * pair)
                      for k in range(3)]
        return np.block([[uu, ud], [ud.T, dd]])

    def response_matrix(self, step=1e-4):
        """Linearized commutator acting on (delta P_ai, delta P_ia)."""
        no, nq = self.no, len(self.gaps)
        m = np.diag(np.concatenate([self.gaps, -self.gaps]))
        col = 0
        for spin in (0, 1):
            for j in range(no):
                for b in range(no, self.n):
                    for half, (r, c) in enumerate([(b, j), (j, b)]):
                        plus = [self.p0.copy(), self.p0.copy()]
                        minus = [self.p0.copy(), self.p0.copy()]
                        plus[spin][r, c] += step
                        minus[spin][r, c] -= step
                        df = (self.fock(*plus) - self.fock(*minus)) / (2*step)
                        k = half * nq + col
                        m[:nq, k] += df[:, no:, :no].transpose(0, 2, 1).ravel()
                        m[nq:, k] -= df[:, :no, no:].ravel()
                    col += 1
        return m


def casida_matrix(gaps, k):
    root = np.sqrt(gaps)
    return np.diag(gaps**2) + 2 * root[:, None] * k * root[None, :]


def positive_frequencies(m):
    values = np.linalg.eigvals(m)
    assert np.max(np.abs(values.imag)) < 1e-5
    return np.sort(values.real)[len(m) // 2:]


# One spatial transition: H2, near equilibrium and stretched
for distance in (1.4, 5.0):
    h2 = System(f"H 0 0 0; H 0 0 {distance}", "sto-3g")
    k = h2.coupling()
    gap = h2.gaps[0]
    singlet2 = gap**2 + 2 * gap * (k[0, 0] + k[0, 1])
    triplet2 = gap**2 + 2 * gap * (k[0, 0] - k[0, 1])
    full = np.linalg.eigvals(h2.response_matrix())
    full2 = np.sort((full**2).real)
    expected = np.sort([singlet2, singlet2, triplet2, triplet2])
    assert np.max(np.abs(full2 - expected)) < 1e-5
    print(f"H2 LDA/STO-3G, distance {distance:.1f} bohr")
    print(f"  KS gap = {gap:.6f} hartree")
    print(f"  K_upup = {k[0, 0]:.6f}, K_updown = {k[0, 1]:.6f} hartree")
    print(f"  singlet omega^2 = {singlet2:.6f} hartree^2")
    print(f"  triplet omega^2 = {triplet2:.6f} hartree^2")
    assert singlet2 > 0
    print(f"  singlet omega = {np.sqrt(singlet2):.6f} hartree"
          f" = {np.sqrt(singlet2)*HARTREE_EV:.3f} eV")
    if distance < 2:
        assert triplet2 > 0
        print(f"  triplet omega = {np.sqrt(triplet2):.6f} hartree"
              f" = {np.sqrt(triplet2)*HARTREE_EV:.3f} eV")
    else:
        assert triplet2 < 0
        growth = np.max(full.imag)
        assert abs(growth - np.sqrt(-triplet2)) < 1e-4
        print(f"  triplet growth rate from full problem = {growth:.5f} a.u.")

# Many transitions: LiH
lih_geometry = "Li 0 0 0; H 0 0 3.0"
lih = System(lih_geometry, "6-31g")
gaps, no, nq = lih.gaps, lih.no, len(lih.gaps)
k = lih.coupling()
full = lih.response_matrix()
block_error = max(np.max(np.abs(full[:nq, :nq] - np.diag(gaps) - k)),
                  np.max(np.abs(full[:nq, nq:] - k)))
assert block_error < 1e-5

omega2, vectors = np.linalg.eigh(casida_matrix(gaps, k))
assert omega2.min() > 0
omega = np.sqrt(omega2)
frequency_error = np.max(np.abs(positive_frequencies(full) - omega))
assert frequency_error < 1e-5

x_plus_y = np.sqrt(gaps)[:, None] * vectors / np.sqrt(omega)
x_minus_y = vectors * np.sqrt(omega) / np.sqrt(gaps)[:, None]
x, y = (x_plus_y + x_minus_y) / 2, (x_plus_y - x_minus_y) / 2
xy = np.vstack([x, y])
vector_error = np.max(np.abs(full @ xy - xy * omega))
norm_error = np.max(np.abs(np.sum(x**2 - y**2, axis=0) - 1))
assert vector_error < 1e-4 and norm_error < 1e-10

d = np.array([np.tile(r[:no, no:].ravel(), 2) for r in lih.dipole])
strength = 2 / 3 * np.sum((d @ (np.sqrt(gaps)[:, None] * vectors))**2, axis=0)
sum_direct = sum(np.concatenate([v, v]) @ full @ np.concatenate([v, -v])
                 for v in d) / 3
assert abs(strength.sum() - sum_direct) < 1e-4

print("LiH LDA/6-31G, distance 3.0 bohr")
print(f"  full dimension = {2*nq}, reduced dimension = {nq}")
print(f"  smallest KS gap = {gaps.min():.6f} hartree")
print(f"  largest block error = {block_error:.1e} hartree")
print(f"  largest frequency error = {frequency_error:.1e} hartree")
print(f"  largest vector residual = {vector_error:.1e} hartree")
print("  state: omega/hartree, omega/eV, strength, spin parity, Y.Y")
for s in range(8):
    parity = 2 * vectors[:nq//2, s] @ vectors[nq//2:, s]
    print(f"  {s+1}: {omega[s]:.6f}, {omega[s]*HARTREE_EV:.3f},"
          f" {strength[s]:.5f}, {parity:+.3f}, {y[:, s] @ y[:, s]:.5f}")
print(f"  strength sum from Omega = {strength.sum():.6f}")
print(f"  strength sum from full matrix = {sum_direct:.6f}")

# Nonlinear real-time propagation after a weak dipole kick along z
kick, dt, steps = 1e-4, 0.075, 200
z = lih.dipole[2]


def velocity(p):
    f = lih.fock(p, p)[0]
    return -1j * (f @ p - p @ f)


def propagate(kappa):
    u = expm(-1j * kappa * z)
    p = u @ lih.p0 @ u.conj().T
    signal = [2 * np.trace(z @ p).real]
    for _ in range(steps):
        k1 = velocity(p)
        k2 = velocity(p + dt * k1 / 2)
        k3 = velocity(p + dt * k2 / 2)
        k4 = velocity(p + dt * k3)
        p = p + dt * (k1 + 2*k2 + 2*k3 + k4) / 6
        signal.append(2 * np.trace(z @ p).real)
    return np.array(signal)


measured = (propagate(kick) - propagate(-kick)) / (2 * kick)
time = dt * np.arange(steps + 1)
moment2 = (d[2] @ x_plus_y)**2
predicted = -2 * np.sin(np.outer(time, omega)) @ moment2
uncoupled = -2 * np.sin(np.outer(time, gaps)) @ d[2]**2
scale = np.max(np.abs(measured))
time_error = np.max(np.abs(measured - predicted)) / scale
uncoupled_error = np.max(np.abs(measured - uncoupled)) / scale
assert time_error < 1e-3
assert uncoupled_error > 20 * time_error
print(f"Real-time test: kick = {kick:.0e} a.u., duration = {time[-1]:.1f} a.u.")
print(f"  peak dipole response per kick = {scale:.5f} a.u.")
print(f"  relative error of Casida signal = {time_error:.1e}")
print(f"  relative error with K = 0 = {uncoupled_error:.3f}")

# Complex combinations of degenerate virtual orbitals
nv = lih.n - no
v = np.eye(nv, dtype=complex)
virtual_energy = lih.energy[no:]
pairs, a = 0, 0
while a < nv - 1:
    if abs(virtual_energy[a + 1] - virtual_energy[a]) < 1e-6:
        v[a:a+2, a:a+2] = np.array([[1, 1], [1j, -1j]]) / np.sqrt(2)
        pairs += 1
        a += 2
    else:
        a += 1
assert pairs > 0
u = np.kron(np.eye(2 * no), v)
k_to_x = u.conj().T @ k @ u
k_to_y = u.conj().T @ k @ u.conj()
complex_difference = np.max(np.abs(k_to_x - k_to_y))
assert complex_difference > 1e-3
print(f"Complex pi orbitals: max |A-B-D| = {complex_difference:.5f} hartree")

# Exact exchange: A-B is not diagonal, but the general reduction survives
hf = System(lih_geometry, "6-31g", hartree_fock=True)
full_hf = hf.response_matrix()
a_hf, b_hf = full_hf[:nq, :nq], full_hf[:nq, nq:]
difference = a_hf - b_hf
exchange_difference = np.max(np.abs(difference - np.diag(hf.gaps)))
off_diagonal = np.max(np.abs(difference - np.diag(np.diag(difference))))
values, modes = np.linalg.eigh((difference + difference.T) / 2)
assert values.min() > 0
root = (modes * np.sqrt(values)) @ modes.T
general2 = np.linalg.eigvalsh(root @ (a_hf + b_hf) @ root)
true_hf = positive_frequencies(full_hf)
assert np.max(np.abs(general2 - true_hf**2)) < 1e-5
simple2 = np.linalg.eigvalsh(casida_matrix(hf.gaps, b_hf))
assert off_diagonal > 1e-3
assert abs(simple2[0] - true_hf[0]**2) > 1e-3
print("LiH Hartree-Fock/6-31G, distance 3.0 bohr")
print(f"  max |A-B-D| = {exchange_difference:.5f} hartree")
print(f"  max off-diagonal |A-B| = {off_diagonal:.5f} hartree")
print(f"  lowest omega^2, full problem = {true_hf[0]**2:.6f} hartree^2")
print(f"  lowest omega^2, general reduction = {general2[0]:.6f} hartree^2")
print(f"  lowest omega^2, simple form with K=B = {simple2[0]:.6f} hartree^2")

print("tests ok")
```

Running it gives:

```
H2 LDA/STO-3G, distance 1.4 bohr
  KS gap = 0.747678 hartree
  K_upup = 0.061776, K_updown = 0.161366 hartree
  singlet omega^2 = 0.892699 hartree^2
  triplet omega^2 = 0.410101 hartree^2
  singlet omega = 0.944828 hartree = 25.710 eV
  triplet omega = 0.640391 hartree = 17.426 eV
H2 LDA/STO-3G, distance 5.0 bohr
  KS gap = 0.036328 hartree
  K_upup = 0.180959, K_updown = 0.268677 hartree
  singlet omega^2 = 0.033989 hartree^2
  triplet omega^2 = -0.005054 hartree^2
  singlet omega = 0.184361 hartree = 5.017 eV
  triplet growth rate from full problem = 0.07109 a.u.
LiH LDA/6-31G, distance 3.0 bohr
  full dimension = 72, reduced dimension = 36
  smallest KS gap = 0.112907 hartree
  largest block error = 5.0e-10 hartree
  largest frequency error = 9.3e-10 hartree
  largest vector residual = 5.9e-10 hartree
  state: omega/hartree, omega/eV, strength, spin parity, Y.Y
  1: 0.100301, 2.729, 0.00000, -1.000, 0.00560
  2: 0.122767, 3.341, 0.08486, +1.000, 0.00621
  3: 0.140142, 3.813, 0.00000, -1.000, 0.00194
  4: 0.140142, 3.813, 0.00000, -1.000, 0.00194
  5: 0.157611, 4.289, 0.26708, +1.000, 0.00076
  6: 0.157611, 4.289, 0.26708, +1.000, 0.00076
  7: 0.220642, 6.004, 0.00000, -1.000, 0.00243
  8: 0.256037, 6.967, 0.01969, +1.000, 0.00534
  strength sum from Omega = 1.547906
  strength sum from full matrix = 1.547906
Real-time test: kick = 1e-04 a.u., duration = 15.0 a.u.
  peak dipole response per kick = 4.40407 a.u.
  relative error of Casida signal = 2.6e-06
  relative error with K = 0 = 0.390
Complex pi orbitals: max |A-B-D| = 0.00880 hartree
LiH Hartree-Fock/6-31G, distance 3.0 bohr
  max |A-B-D| = 0.42831 hartree
  max off-diagonal |A-B| = 0.09307 hartree
  lowest omega^2, full problem = 0.010354 hartree^2
  lowest omega^2, general reduction = 0.010354 hartree^2
  lowest omega^2, simple form with K=B = 0.087638 hartree^2
tests ok
```
